**Double hysteresis loops from a two-sublattice energy**

The program follows local minima of u = (r/2)(p² + q²) + pq + (p⁴ + q⁴)/4 − e(p + q), where p and q are reduced sublattice polarizations, e is the reduced field and r is the ratio of the on-sublattice to the coupling coefficient. For −2 < r < 2/3 the switching fields are e_F = 16m_F³ with m_F² = (2 − r)/12, and e_B = m_B(4 + 2r)/3 with m_B² = (1 − r)/3. The program asserts that the traced jumps agree with these formulas, that sampled traced states are among the minima found from a polynomial, and that the loop agrees with seeded relaxation that uses no Hessian. It also asserts the softening laws at both limits, the cubic escape law, the symmetry-hidden saddle, and the equality of loop area and released energy within the integration error. For r = −0.5 the output shows jumps at e = 1.521 and 0.707, zero remanence and a loss of 1.998 per cycle in reduced units. With the chosen model parameters these are 30.4 MV/m, 14.1 MV/m and 7.99 MJ/m³. A second run at r = −2.5 keeps a polarization of 2.449 at zero field and leaves the polar state at e = −0.360.

## Check in Python

```python
"""Double hysteresis loops of a two-sublattice antiferroelectric.

Reduced energy density (p, q: sublattice polarizations, e: field):
    u = r/2 (p^2+q^2) + p q + (p^4+q^4)/4 - e (p+q)
Result under test: for -2 < r < 2/3, following local minima gives jumps at
    e_F = 16 m_F^3,          m_F^2 = (2-r)/12   (antipolar -> polar)
    e_B = m_B (4+2r)/3,      m_B^2 = (1-r)/3    (polar -> antipolar)
and at the opposite fields. m = (p+q)/2, n = (p-q)/2, total P = p+q.
lam is the lowest eigenvalue of the Hessian of u.
"""
import numpy as np
from scipy.optimize import brentq

FIELD_TOL = 1e-10     # smallest field step before a jump is declared
MAX_MOVE = 0.15       # largest accepted displacement in one field step
KICK = 0.02           # displacement along the soft eigenvector
DT = 0.05             # time step of the overdamped descent


def energy(r, x, e):
    p, q = x
    return r/2*(p*p + q*q) + p*q + (p**4 + q**4)/4 - e*(p + q)


def soft_mode(r, x):
    hessian = np.array([[r + 3*x[0]**2, 1.0], [1.0, r + 3*x[1]**2]])
    values, vectors = np.linalg.eigh(hessian)
    return values[0], vectors[:, 0]


def newton(r, x, e):
    p, q = float(x[0]), float(x[1])
    for _ in range(80):
        gp = r*p + q + p*p*p - e
        gq = r*q + p + q*q*q - e
        if max(abs(gp), abs(gq)) < 1e-13:
            return np.array([p, q])
        hp, hq = r + 3*p*p, r + 3*q*q
        det = hp*hq - 1.0
        if det == 0.0 or max(abs(p), abs(q)) > 1e6:
            return None
        p, q = p - (hq*gp - gq)/det, q - (hp*gq - gp)/det
    return None


def descend(r, x, e, steps):
    p, q = float(x[0]), float(x[1])
    for _ in range(steps):
        gp = r*p + q + p*p*p - e
        gq = r*q + p + q*q*q - e
        p, q = p - DT*gp, q - DT*gq
    return np.array([p, q])


def trace(r, x, fields):
    """Follow a minimum through the fields; jump when it loses stability."""
    e = float(fields[0])
    x = newton(r, x, e)
    rows = [(e, x[0], x[1])]
    path = [(e, x.sum())]
    jumps = []
    for target in map(float, fields[1:]):
        step = target - e
        while e != target:
            trial = target if abs(target - e) <= abs(step) else e + step
            y = newton(r, x, trial)
            if (y is not None and np.linalg.norm(y - x) < MAX_MOVE
                    and soft_mode(r, y)[0] > 0):
                x, e = y, trial
                path.append((e, x.sum()))
                continue
            step /= 2
            if abs(step) < FIELD_TOL:
                vector = soft_mode(r, x)[1]
                start = min((x + KICK*vector, x - KICK*vector),
                            key=lambda z: energy(r, z, trial))
                new = newton(r, descend(r, start, trial, 100000), trial)
                assert new is not None and soft_mode(r, new)[0] > 0
                drop = energy(r, x, trial) - energy(r, new, trial)
                jumps.append((trial, x, new, drop, vector))
                x, e = new, trial
                path.append((e, x.sum()))
                step = target - e
        rows.append((e, x[0], x[1]))
    return np.array(rows), np.array(path), jumps


def all_minima(r, e):
    """Every minimum, from the polynomial left after eliminating q."""
    q_of_p = np.poly1d([-1.0, 0.0, -r, e])
    poly = q_of_p*q_of_p*q_of_p + r*q_of_p + np.poly1d([1.0, -e])
    found = []
    for root in poly.roots:
        if abs(root.imag) < 1e-7:
            x = np.array([root.real, q_of_p(root.real)])
            if soft_mode(r, x)[0] > 0:
                found.append(x)
    return found


def limits(r):
    m_f, m_b = np.sqrt((2 - r)/12), np.sqrt((1 - r)/3)
    return m_f, 16*m_f**3, m_b, m_b*(4 + 2*r)/3


# model parameters in SI units and their reduced form
A, G, B = -0.5e8, 1.0e8, 2.5e9
P0 = np.sqrt(G/B)
E0 = G*P0
U0 = G*P0**2
r = A/G
m_f, e_f, m_b, e_b = limits(r)

# the loop: first rise, then one closed cycle
N = 250
up = np.arange(0, N + 1)/100
cycle_fields = np.concatenate([np.arange(N, -N - 1, -1),
                               np.arange(-N + 1, N + 1)])/100
n0 = np.sqrt(1 - r)
first, _, first_jumps = trace(r, [n0, -n0], up)
cycle, path, jumps = trace(r, first[-1, 1:], cycle_fields)

# switching fields from the tracer against the closed forms
assert len(first_jumps) == 1 and len(jumps) == 4
assert abs(first_jumps[0][0] - e_f) < 1e-8
assert np.allclose([j[0] for j in jumps], [e_b, -e_f, -e_b, e_f], atol=1e-8)

# number of coexisting minima and membership of the traced states
counts = [len(all_minima(r, e)) for e in (0.9*e_b, (e_b + e_f)/2, 1.1*e_f)]
assert counts == [2, 3, 1]
for e, p, q in cycle[::50]:
    assert min(np.linalg.norm(x - [p, q]) for x in all_minima(r, e)) < 1e-6

# whole loop against seeded relaxation that never uses the Hessian
state = cycle[0, 1:].copy()
loop_difference = 0.0
for e, p, q in cycle[::10]:
    state = descend(r, state + np.array([1e-3, -1e-3]), e, 20000)
    loop_difference = max(loop_difference, abs(state.sum() - p - q))
assert loop_difference < 1e-5

# the last rise repeats the first one; zero-field polarization vanishes
P_first = first[:, 1] + first[:, 2]
P_cycle = cycle[:, 1] + cycle[:, 2]
assert np.allclose(P_cycle[3*N:], P_first, atol=1e-8)
assert abs(P_cycle[N]) < 1e-10

# softening laws close to the two stability limits
delta = 1e-6
near_f = trace(r, [n0, -n0], np.linspace(0, e_f - delta, 200))[0][-1, 1:]
near_b = trace(r, first[-1, 1:], np.linspace(2.5, e_b + delta, 200))[0][-1, 1:]
lam_f, lam_b = soft_mode(r, near_f)[0], soft_mode(r, near_b)[0]
law_f = (2 - 3*r)/(2*(4 - 3*r))*np.sqrt(96*m_f*delta)
law_b = 3*m_b*delta
assert abs(lam_f/law_f - 1) < 0.01 and abs(lam_b/law_b - 1) < 0.01

# descent from p = q below e_B is trapped on a saddle
e_hidden = 0.5
saddle = descend(r, [1.2, 1.2], e_hidden, 20000)
lam_saddle = soft_mode(r, saddle)[0]
assert saddle[0] == saddle[1] and lam_saddle < -0.1
assert abs(r*saddle[0] + saddle[1] + saddle[0]**3 - e_hidden) < 1e-12

# at e_B: the bare kick costs energy, the relaxation lowers it, signs agree
x_b = np.array([m_b, m_b])
side = KICK/np.sqrt(2)*np.array([1.0, -1.0])
kick_cost = energy(r, x_b + side, e_b) - energy(r, x_b, e_b)
assert abs(kick_cost/((KICK/np.sqrt(2))**4/2) - 1) < 1e-3
plus = descend(r, x_b + side, e_b, 100000)
minus = descend(r, x_b - side, e_b, 100000)
assert energy(r, plus, e_b) < energy(r, x_b, e_b) - 0.01
assert np.allclose(plus, minus[::-1], atol=1e-8)

# cubic escape law dn/dt = (2-3r) n^3, measured after m has adjusted
s1 = descend(r, x_b + np.array([0.005, -0.005]), e_b, 400)
s2 = descend(r, s1, e_b, 2000)
n1, n2 = (s1[0] - s1[1])/2, (s2[0] - s2[1])/2
escape = (1/n1**2 - 1/n2**2)/(2*2000*DT)
assert abs(escape/(2 - 3*r) - 1) < 0.02

# loop area against the energy released in the jumps
area = np.sum((path[1:, 0] + path[:-1, 0])/2*np.diff(path[:, 1]))
loss = sum(j[3] for j in jumps)
assert abs(area - loss) < 1e-3      # trapezoid error near the folds


# field of equal energies
def energy_gap(e):
    states = all_minima(r, e)
    anti = min(energy(r, x, e) for x in states if abs(x[0] - x[1]) > 1e-3)
    polar = min(energy(r, x, e) for x in states if abs(x[0] - x[1]) < 1e-3)
    return anti - polar


e_equal = brentq(energy_gap, e_b + 0.01, e_f - 0.01)
assert e_b < e_equal < e_f

# borders of the double-loop range
_, ef_half, _, eb_half = limits(0.5)
assert len(all_minima(0.5, (ef_half + eb_half)/2)) == 3
assert max(len(all_minima(0.8, e)) for e in np.linspace(0.005, 1, 200)) == 2
r_rem = -2.5
_, ef_rem, _, eb_rem = limits(r_rem)
n_rem = np.sqrt(1 - r_rem)
fields_rem = np.concatenate([np.arange(0, 501), np.arange(499, -501, -1)])/100
rows_rem, _, jumps_rem = trace(r_rem, [n_rem, -n_rem], fields_rem)
P_rem = rows_rem[1000, 1] + rows_rem[1000, 2]
assert rows_rem[1000, 0] == 0.0
assert np.allclose([j[0] for j in jumps_rem], [ef_rem, eb_rem, -ef_rem],
                   atol=1e-8)
assert abs(P_rem - 2*np.sqrt(-(r_rem + 1))) < 1e-9
assert abs(jumps_rem[1][2][0] - jumps_rem[1][2][1]) > 1   # lands antipolar

# the reduced states solve the SI equations of state
for field, before, after, _, _ in jumps:
    for x in (before, after):
        Pa, Pb = P0*x
        assert abs(A*Pa + G*Pb + B*Pa**3 - E0*field) < 1e-8*E0
        assert abs(A*Pb + G*Pa + B*Pb**3 - E0*field) < 1e-8*E0

print(f"A = {A:.2e} V m/C, G = {G:.2e} V m/C, B = {B:.2e} V m^5/C^3")
print(f"P0 = {P0:.3f} C/m^2, E0 = {E0/1e6:.2f} MV/m, U0 = {U0/1e6:.2f} MJ/m^3")
print(f"r = {r:.3f}; all following values reduced unless a unit is shown")
print(f"field step {up[1]:.2f}, largest field {up[-1]:.2f}, kick {KICK}")
print(f"smallest field step {FIELD_TOL:.0e}, largest move {MAX_MOVE}")
print(f"zero-field sublattice polarization n0 = {n0:.5f}")
print(f"m_F = {m_f:.5f}, m_B = {m_b:.5f}")
print(f"e_F formula {e_f:.8f}, traced {first_jumps[0][0]:.8f}")
print(f"e_B formula {e_b:.8f}, traced {jumps[0][0]:.8f}")
print(f"equal-energy field = {e_equal:.5f}")
for name, j in (("forward", first_jumps[0]), ("backward", jumps[0])):
    print(f"{name} jump: before p,q = {j[1][0]:.4f}, {j[1][1]:.4f}")
    print(f"  after p,q = {j[2][0]:.4f}, {j[2][1]:.4f}")
    print(f"  P from {j[1].sum():.4f} to {j[2].sum():.4f}")
    print(f"  energy drop = {j[3]:.5f}")
    print(f"  soft vector magnitudes = {abs(j[4][0]):.4f}, {abs(j[4][1]):.4f}")
print("minima below e_B, between, above e_F:", *counts)
print("field e | P rising | P falling")
for k in (0, 50, 80, 100, 150, 160, 200, 250):
    print(f"{up[k]:.2f} | {P_first[k]:.5f} | {P_cycle[N - k]:.5f}")
print(f"largest P difference to seeded relaxation = {loop_difference:.1e}")
print(f"lam at distance {delta:.0e} from e_F: {lam_f:.4e}, law {law_f:.4e}")
print(f"lam at distance {delta:.0e} from e_B: {lam_b:.4e}, law {law_b:.4e}")
print(f"hidden saddle at e = {e_hidden}: p = q = {saddle[0]:.5f}")
print(f"  its lam = {lam_saddle:.5f}")
print(f"energy cost of bare kick at e_B = {kick_cost:.3e}")
print(f"escape coefficient measured {escape:.4f}, formula {2 - 3*r:.4f}")
print(f"loop area = {area:.5f}, sum of four energy drops = {loss:.5f}")
print(f"E_F = {e_f*E0/1e6:.3f} MV/m, E_B = {e_b*E0/1e6:.3f} MV/m")
print(f"loss per cycle = {loss*U0/1e6:.3f} MJ/m^3")
print(f"second run r = {r_rem}: e_F = {ef_rem:.5f}, e_B = {eb_rem:.5f}")
print(f"  remanent P = {P_rem:.5f}")
print("all assertions hold")
```

Running it gives:

```
A = -5.00e+07 V m/C, G = 1.00e+08 V m/C, B = 2.50e+09 V m^5/C^3
P0 = 0.200 C/m^2, E0 = 20.00 MV/m, U0 = 4.00 MJ/m^3
r = -0.500; all following values reduced unless a unit is shown
field step 0.01, largest field 2.50, kick 0.02
smallest field step 1e-10, largest move 0.15
zero-field sublattice polarization n0 = 1.22474
m_F = 0.45644, m_B = 0.70711
e_F formula 1.52145155, traced 1.52145155
e_B formula 0.70710678, traced 0.70710678
equal-energy field = 1.20211
forward jump: before p,q = 1.3919, -0.4790
  after p,q = 1.0061, 1.0061
  P from 0.9129 to 2.0122
  energy drop = 0.39720
  soft vector magnitudes = 0.1850, 0.9827
backward jump: before p,q = 0.7071, 0.7071
  after p,q = -1.0517, 1.3446
  P from 1.4142 to 0.2929
  energy drop = 0.60171
  soft vector magnitudes = 0.7071, 0.7071
minima below e_B, between, above e_F: 2 3 1
field e | P rising | P falling
0.00 | 0.00000 | 0.00000
0.50 | 0.20336 | 0.20336
0.80 | 0.33504 | 1.50285
1.00 | 0.43232 | 1.67024
1.50 | 0.82288 | 2.00000
1.60 | 2.05580 | 2.05580
2.00 | 2.25635 | 2.25635
2.50 | 2.46955 | 2.46955
largest P difference to seeded relaxation = 1.8e-14
lam at distance 1e-06 from e_F: 2.1073e-03, law 2.1062e-03
lam at distance 1e-06 from e_B: 2.1213e-06, law 2.1213e-06
hidden saddle at e = 0.5: p = q = 0.58975
  its lam = -0.45657
energy cost of bare kick at e_B = 2.000e-08
escape coefficient measured 3.4995, formula 3.5000
loop area = 1.99771, sum of four energy drops = 1.99783
E_F = 30.429 MV/m, E_B = 14.142 MV/m
loss per cycle = 7.991 MJ/m^3
second run r = -2.5: e_F = 3.67423, e_B = -0.36004
  remanent P = 2.44949
all assertions hold
```
